# How Much Do Grain Boundaries Speed Diffusion Through a Columnar Film?: test program

```python
"""
Result under test: straight boundaries of width w around square columnar
grains of side d raise the steady through-film diffusivity to
    D_eff / D_g = 1 + f (R - 1),   f = 1 - d^2 / (d + w)^2,
where R = D_b / D_g is the boundary-to-grain diffusivity ratio.
With equal solubility the time lag of an initially empty film of thickness L
is L^2 / (6 D_eff). With boundary enrichment s the lag becomes
L^2 <s> / (6 <s D>), where <> is an area average.
The checks solve the three-dimensional diffusion equation by finite volumes
on a quarter of the periodic cell. Solver units: nm, and D_g = 1.
"""
import numpy as np
from scipy.constants import k as k_B, e as q_e
from scipy.optimize import brentq
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import splu

grain, width, thickness, ratio = 10.0, 0.5, 10.0, 1000.0
temperature = 600.0            # K
D_grain_cm2 = 1e-16            # cm^2/s, rough round value
D_grain_nm2 = D_grain_cm2 * 1e14
kT = k_B * temperature / q_e   # eV


def boundary_fraction(d, w):
    return 1 - d**2 / (d + w)**2


def enhancement(f, R):
    return 1 + f * (R - 1)


def lateral_edges(n_grain, n_boundary):
    """Edges from grain centre to boundary mid-plane, refined near the boundary."""
    s = np.linspace(0, 1, n_grain + 1)
    inside = grain / 2 * (1 - (1 - s)**2)
    outside = np.linspace(grain / 2, (grain + width) / 2, n_boundary + 1)
    return np.concatenate([inside, outside[1:]])


def in_boundary(xe, nz):
    """True in every cell that lies in a boundary."""
    x = 0.5 * (xe[1:] + xe[:-1])
    mask = (x[:, None] > grain / 2) | (x[None, :] > grain / 2)
    return np.repeat(mask[:, :, None], nz, axis=2)


def assemble(xe, ze, K):
    """Conductance matrix, source from the face at c = 1, exit conductances, volumes."""
    widths = [np.diff(xe), np.diff(xe), np.diff(ze)]
    volume = (widths[0][:, None, None] * widths[1][None, :, None]
              * widths[2][None, None, :])
    index = np.arange(K.size).reshape(K.shape)
    diagonal = np.zeros(K.size)
    rows, cols, vals = [], [], []
    for axis in range(3):
        shape = [1, 1, 1]
        shape[axis] = -1
        half_resistance = 0.5 * widths[axis].reshape(shape)**2 / (K * volume)
        n = K.shape[axis]
        low, high = np.arange(n - 1), np.arange(1, n)
        g = 1 / (half_resistance.take(low, axis) + half_resistance.take(high, axis))
        i, j, g = index.take(low, axis).ravel(), index.take(high, axis).ravel(), g.ravel()
        rows += [i, j]
        cols += [j, i]
        vals += [-g, -g]
        diagonal += np.bincount(i, g, K.size) + np.bincount(j, g, K.size)
    g_in, g_out = 1 / half_resistance[:, :, 0], 1 / half_resistance[:, :, -1]
    source = np.zeros(K.size)
    source[index[:, :, 0].ravel()] = g_in.ravel()
    diagonal += source
    diagonal[index[:, :, -1].ravel()] += g_out.ravel()
    A = coo_matrix((np.concatenate(vals), (np.concatenate(rows), np.concatenate(cols))),
                   shape=(K.size, K.size)).tocsc() + diags(diagonal, format="csc")
    return A.tocsc(), source, g_out, volume


def factor(A):
    return splu(A.tocsc(), permc_spec="MMD_AT_PLUS_A")


def steady(xe, ze, K):
    """Effective diffusivity, concentration and exit flux of each column."""
    A, source, g_out, _ = assemble(xe, ze, K)
    c = factor(A).solve(source).reshape(K.shape)
    flux = g_out * c[:, :, -1]
    return flux.sum() * ze[-1] / xe[-1]**2, c, flux


def permeation(xe, ze, K, capacity):
    """Time lag and time to 99 percent of steady flux, by implicit time steps."""
    A, source, g_out, volume = assemble(xe, ze, K)
    final_flux = steady(xe, ze, K)[2].sum()
    C = (capacity * volume).ravel()
    c, time, passed, t99 = np.zeros(K.size), 0.0, 0.0, None
    for dt, steps in ((0.05, 200), (0.5, 120)):
        solver = factor(A + diags(C / dt, format="csc"))
        for _ in range(steps):
            c = solver.solve(C / dt * c + source)
            flux = (g_out * c.reshape(K.shape)[:, :, -1]).sum()
            time += dt
            passed += flux * dt
            if t99 is None and flux > 0.99 * final_flux:
                t99 = time
    assert abs(flux / final_flux - 1) < 1e-5
    return time - passed / final_flux, t99


# Steady flux, with no assumption that the columns are independent
f = boundary_fraction(grain, width)
gain = enhancement(f, ratio)
share = f * ratio / gain
xe, ze = lateral_edges(10, 2), np.linspace(0, thickness, 21)
mask = in_boundary(xe, 20)
K = np.where(mask, ratio, 1.0)
gain_solved, c, flux = steady(xe, ze, K)
share_solved = flux[mask[:, :, 0]].sum() / flux.sum()
lateral_spread = (c.max(axis=(0, 1)) - c.min(axis=(0, 1))).max()
assert abs(gain_solved / gain - 1) < 1e-7
assert abs(share_solved - share) < 1e-7
assert lateral_spread < 1e-8

# The hundredfold estimate under other readings of the geometry
gain_pitch = enhancement(boundary_fraction(grain - width, width), ratio)
gain_thin = enhancement(2 * width / grain, ratio)
assert all(80 < g < 125 for g in (gain, gain_pitch, gain_thin))

# Time lag and final approach to steady flux
lag = thickness**2 / (6 * gain)
lag_solved, t99 = permeation(xe, ze, K, np.ones_like(K))
assert abs(lag_solved / lag - 1) < 0.005   # mesh error of order (dz/L)^2


def uniform_deficit(t):
    n = np.arange(1, 60)
    terms = (-1.0)**n * np.exp(-n**2 * np.pi**2 * gain * t / thickness**2)
    return 0.01 + 2 * terms.sum()


t99_uniform = brentq(uniform_deficit, lag, 20 * lag)
assert t99 > 2 * t99_uniform

# Segregation to the boundary
binding = 0.1                              # eV
s = np.exp(binding / kT)
permeability_gain = 1 - f + f * s * ratio
lag_gain = permeability_gain / (1 - f + f * s)
K_seg, capacity = np.where(mask, s * ratio, 1.0), np.where(mask, s, 1.0)
perm_solved = steady(xe, ze, K_seg)[0]
lag_seg_solved, _ = permeation(xe, ze, K_seg, capacity)
lag_seg = thickness**2 / (6 * lag_gain)
assert abs(perm_solved / permeability_gain - 1) < 1e-7
assert abs(lag_seg_solved / lag_seg - 1) < 0.005

# A layer without boundaries at the exit face
cap = 1.0                                  # nm
below = thickness - cap


def capped_gain(level):
    xc = lateral_edges(5 * level, level)
    u = np.linspace(0, 1, 6 * level + 1)
    zc = np.concatenate([below * (1 - (1 - u)**2),
                         np.linspace(below, thickness, 3 * level + 1)[1:]])
    Kc = np.where(in_boundary(xc, len(zc) - 1), ratio, 1.0)
    Kc[:, :, 0.5 * (zc[1:] + zc[:-1]) > below] = 1.0
    return steady(xc, zc, Kc)[0]


cap_coarse, cap_fine = capped_gain(2), capped_gain(3)
cap_upper = thickness / (below / gain + cap)
cap_lower = 1 - f + f * thickness / (below / ratio + cap)
assert cap_lower < cap_fine < cap_upper
assert abs(cap_fine / cap_coarse - 1) < 0.05   # finite mesh at the boundary ends

# Temperature and field
barrier_gap = kT * np.log(ratio)


def ratio_at(T):
    return np.exp(barrier_gap * q_e / (k_B * T))


charge, hop = 2, 0.3                       # elementary charges, nm


def hop_factor(field):                     # field in MV/cm; 1 MV/cm = 0.1 V/nm
    x = charge * hop * 0.1 * field / (2 * kT)
    return (np.exp(x) - np.exp(-x)) / (2 * x)


print(f"grain side = {grain:.1f} nm, boundary width = {width:.1f} nm")
print(f"film thickness = {thickness:.1f} nm")
print(f"diffusivity ratio boundary/grain = {ratio:.0f}")
print(f"temperature = {temperature:.0f} K, kT = {kT:.4f} eV")
print(f"grain diffusivity = {D_grain_cm2:.1e} cm2/s = {D_grain_nm2:.3f} nm2/s")
print(f"boundary diffusivity = {ratio * D_grain_cm2:.1e} cm2/s")
print(f"cell pitch = {grain + width:.1f} nm, cell area = {(grain + width)**2:.2f} nm2")
print(f"boundary area = {(grain + width)**2 - grain**2:.2f} nm2 per cell")
print(f"boundary area fraction = {f:.5f}")
print(f"thin-boundary fraction 2w/d = {2 * width / grain:.3f}")
print(f"enhancement, formula = {gain:.2f}")
print(f"enhancement, 3D solution = {gain_solved:.2f}")
print(f"effective diffusivity = {gain * D_grain_cm2:.2e} cm2/s")
print(f"boundary share of flux, formula = {100 * share:.2f} percent")
print(f"boundary share of flux, 3D solution = {100 * share_solved:.2f} percent")
print(f"enhancement if 10 nm is the pitch = {gain_pitch:.2f}")
print(f"enhancement, thin-boundary formula = {gain_thin:.2f}")
for w in (0.3, 1.0):
    print(f"enhancement for width {w:.1f} nm = "
          f"{enhancement(boundary_fraction(grain, w), ratio):.1f}")
print(f"time lag, formula = {lag / D_grain_nm2:.2f} s")
print(f"time lag, 3D time stepping = {lag_solved / D_grain_nm2:.2f} s")
print(f"time to 99 percent flux, columnar film = {t99 / D_grain_nm2:.0f} s")
print(f"time to 99 percent flux, uniform film = {t99_uniform / D_grain_nm2:.0f} s")
print(f"segregation energy = {binding:.1f} eV, enrichment s = {s:.2f}")
print(f"permeability gain with segregation, formula = {permeability_gain:.0f}")
print(f"permeability gain with segregation, 3D solution = {perm_solved:.0f}")
print(f"time-lag diffusivity gain with segregation = {lag_gain:.0f}")
print(f"time lag with segregation, formula = {lag_seg / D_grain_nm2:.2f} s")
print(f"time lag with segregation, stepping = {lag_seg_solved / D_grain_nm2:.2f} s")
print(f"unbroken layer thickness = {cap:.1f} nm")
print(f"enhancement with unbroken layer, coarse mesh = {cap_coarse:.2f}")
print(f"enhancement with unbroken layer, fine mesh = {cap_fine:.2f}")
print(f"lower and upper bounds with layer = {cap_lower:.2f}, {cap_upper:.2f}")
print(f"barrier difference for equal prefactors = {barrier_gap:.3f} eV")
for T in (400.0, 900.0):
    print(f"at {T:.0f} K: diffusivity ratio = {ratio_at(T):.0f}, "
          f"enhancement = {enhancement(f, ratio_at(T)):.1f}")
print(f"vacancy charge = {charge} e, hop length = {hop:.1f} nm")
for field in (1.0, 5.0):
    drift = charge * 0.1 * field * thickness / kT
    print(f"at {field:.0f} MV/cm: qFL/kT = {drift:.1f}, "
          f"hopping factor = {hop_factor(field):.3f}")
print("every check passed")
```

It prints:

```
grain side = 10.0 nm, boundary width = 0.5 nm
film thickness = 10.0 nm
diffusivity ratio boundary/grain = 1000
temperature = 600 K, kT = 0.0517 eV
grain diffusivity = 1.0e-16 cm2/s = 0.010 nm2/s
boundary diffusivity = 1.0e-13 cm2/s
cell pitch = 10.5 nm, cell area = 110.25 nm2
boundary area = 10.25 nm2 per cell
boundary area fraction = 0.09297
thin-boundary fraction 2w/d = 0.100
enhancement, formula = 93.88
enhancement, 3D solution = 93.88
effective diffusivity = 9.39e-15 cm2/s
boundary share of flux, formula = 99.03 percent
boundary share of flux, 3D solution = 99.03 percent
enhancement if 10 nm is the pitch = 98.40
enhancement, thin-boundary formula = 100.90
enhancement for width 0.3 nm = 58.3
enhancement for width 1.0 nm = 174.4
time lag, formula = 17.75 s
time lag, 3D time stepping = 17.78 s
time to 99 percent flux, columnar film = 430 s
time to 99 percent flux, uniform film = 57 s
segregation energy = 0.1 eV, enrichment s = 6.92
permeability gain with segregation, formula = 644
permeability gain with segregation, 3D solution = 644
time-lag diffusivity gain with segregation = 415
time lag with segregation, formula = 4.01 s
time lag with segregation, stepping = 4.02 s
unbroken layer thickness = 1.0 nm
enhancement with unbroken layer, coarse mesh = 4.78
enhancement with unbroken layer, fine mesh = 4.82
lower and upper bounds with layer = 1.83, 9.13
barrier difference for equal prefactors = 0.357 eV
at 400 K: diffusivity ratio = 31623, enhancement = 2940.9
at 900 K: diffusivity ratio = 100, enhancement = 10.2
vacancy charge = 2 e, hop length = 0.3 nm
at 1 MV/cm: qFL/kT = 38.7, hopping factor = 1.057
at 5 MV/cm: qFL/kT = 193.4, hopping factor = 3.126
every check passed
```
